# Depth of a shallow NV centre from surface-proton noise: verification in Python

```python
"""
Depth of a shallow NV centre from the rms field of protons in a surface liquid.

Result under test:
    B_rms^2 = rho K^2 pi (8 - 3 sin^4 alpha) / (128 d^3),
    K = mu0 hbar gamma_p / (4 pi)
d      depth of the NV below the nearest protons (nm)
rho    proton number density of the liquid (1/nm^3), filling the half-space z > d
alpha  angle between the NV axis n and the surface normal z
B_rms  rms of the field along n that oscillates at the proton Larmor frequency
The bias field is along n; the proton spins are uncorrelated and unpolarized.
Also tested: the loss of detected signal when the protons diffuse (coefficient D)
above a reflecting wall during a resonant pulse train of duration T.
Lengths are in nm and times in us unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import erfc

rng = np.random.default_rng(12345)
gamma_p = const.physical_constants["proton gyromag. ratio"][0]
gamma_e = const.physical_constants["electron gyromag. ratio"][0]
mu0_over_4pi = const.mu_0 / (4 * np.pi)
K = mu0_over_4pi * const.hbar * gamma_p * 1e27       # T nm^3


def nv_axis(alpha):
    return np.array([np.sin(alpha), 0.0, np.cos(alpha)])


def dipole_vector(position, axis):
    """v such that the field along the axis from one proton is K v.I"""
    r = np.linalg.norm(position, axis=-1)[..., None]
    unit = position / r
    return (3 * (unit @ axis)[..., None] * unit - axis) / r**3


def transverse(vector, axis):
    return vector - (vector @ axis)[..., None] * axis


def volume_grid(depth, thickness=None, n=160, scale=8.0):
    """quadrature points and weights for the liquid; scale is independent of depth"""
    x, w = np.polynomial.legendre.leggauss(n)
    s, ws = (x + 1) / 2, w / 2
    far, wfar = scale * s / (1 - s), ws * scale / (1 - s)**2
    if thickness is None:
        z, wz = depth + far, wfar
    else:
        z, wz = depth + thickness * s, ws * thickness
    phi = 2 * np.pi * np.arange(12) / 12
    Z, R, P = np.meshgrid(z, far, phi, indexing="ij")
    points = np.stack([R * np.cos(P), R * np.sin(P), Z], axis=-1)
    weights = (wz[:, None, None] * (wfar * far)[None, :, None]
               * np.full(12, 2 * np.pi / 12)[None, None, :])
    return points, weights


def geometric_integral(depth, alpha):
    """derived volume integral of the squared transverse dipole vector"""
    return np.pi * (8 - 3 * np.sin(alpha)**4) / (32 * depth**3)


def rms_field(depth, alpha, density):
    return K * np.sqrt(density * geometric_integral(depth, alpha) / 4)


def simple_depth(field, alpha, density):
    return (np.pi * (8 - 3 * np.sin(alpha)**4) * density * K**2
            / (128 * field**2))**(1 / 3)


# ---- spin matrices: which part of the field oscillates, and its variance ----
pauli_half = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]
alpha100 = np.arccos(1 / np.sqrt(3))
axis100 = nv_axis(alpha100)
n_spins = 3
places = rng.uniform(-1, 1, (n_spins, 3)) + np.array([0, 0, 2.5])


def spin_operator(which, component):
    out = np.eye(1)
    for j in range(n_spins):
        out = np.kron(out, pauli_half[component] if j == which else np.eye(2))
    return out


vectors = dipole_vector(places, axis100)
field_operator = sum(vectors[j, a] * spin_operator(j, a)
                     for j in range(n_spins) for a in range(3))
spin_along_axis = sum(axis100[a] * spin_operator(j, a)
                      for j in range(n_spins) for a in range(3))
history = []
for angle in 2 * np.pi * np.arange(8) / 8:
    U = expm(-1j * angle * spin_along_axis)
    history.append(U.conj().T @ field_operator @ U)
history = np.array(history)
oscillating = history - history.mean(axis=0)
variance_matrix = np.mean([np.trace(b @ b).real for b in oscillating]) / 2**n_spins
distance = np.linalg.norm(places, axis=1)
cosine = places @ axis100 / distance
variance_sum = np.sum(9 * cosine**2 * (1 - cosine**2) / distance**6) / 4
assert abs(variance_matrix / variance_sum - 1) < 1e-10

# ---- half-space integral: depth law, angle law, static part, finite layer ----
worst_quadrature = 0.0
for depth in (5.0, 8.0, 15.0):
    points, weights = volume_grid(depth)
    for alpha in (0.0, alpha100, np.pi / 2):
        n_vec = nv_axis(alpha)
        v = dipole_vector(points, n_vec)
        numeric = np.sum(weights * np.sum(transverse(v, n_vec)**2, axis=-1))
        error = abs(numeric / geometric_integral(depth, alpha) - 1)
        worst_quadrature = max(worst_quadrature, error)
        all_parts = np.sum(weights * np.sum(v**2, axis=-1))
        all_formula = np.pi * (1 + np.cos(alpha)**2) / (4 * depth**3)
        assert abs(all_parts / all_formula - 1) < 1e-5
assert worst_quadrature < 1e-5

points, weights = volume_grid(8.0, thickness=1.0)
v_t = transverse(dipole_vector(points, axis100), axis100)
slab = np.sum(weights * np.sum(v_t**2, axis=-1))
slab_formula = geometric_integral(8.0, alpha100) - geometric_integral(9.0, alpha100)
assert abs(slab / slab_formula - 1) < 1e-5

# ---- diffusion: initial decay rate from the gradient of the dipole field ----
points, weights = volume_grid(8.0)
step = 0.01
gradient_square = 0.0
for a in range(3):
    shift = np.zeros(3)
    shift[a] = step
    change = (dipole_vector(points + shift, axis100)
              - dipole_vector(points - shift, axis100)) / (2 * step)
    gradient_square += np.sum(weights * np.sum(transverse(change, axis100)**2, axis=-1))
rate_number = gradient_square * 8.0**2 / geometric_integral(8.0, alpha100)
assert abs(rate_number - 6) < 1e-3

# ---- diffusion: full correlation function against random displacements ----
x_leg, w_leg = np.polynomial.legendre.leggauss(200)
x_nodes, x_weights = 20 * (x_leg + 1), 20 * w_leg    # x = 2 k d from 0 to 40


def correlation(spread):
    """normalized field correlation; spread = D t / d^2"""
    a = np.atleast_1d(spread)[:, None] * x_nodes**2 / 4
    mode = (1 - 2 * a) * erfc(np.sqrt(a)) + 2 * np.sqrt(a / np.pi) * np.exp(-a)
    return mode @ (x_weights * x_nodes**2 * np.exp(-x_nodes)) / 2


samples = 400000
u = (1 - rng.random(samples))**0.25
radius = (1 - rng.random(samples))**(-1 / 3) / u
azimuth = 2 * np.pi * rng.random(samples)
side = np.sqrt(1 - u**2)
start = radius[:, None] * np.stack([side * np.cos(azimuth), side * np.sin(azimuth), u], axis=1)
start_vector = transverse(dipole_vector(start, axis100), axis100)
for spread in (0.05, 0.3):
    end = start + np.sqrt(2 * spread) * rng.standard_normal((samples, 3))
    end[:, 2] = 1 + np.abs(end[:, 2] - 1)            # reflection at the wall z = d = 1
    end_vector = transverse(dipole_vector(end, axis100), axis100)
    # sampling density is (6/pi) / r^6
    values = np.pi / 6 * radius**6 * np.sum(start_vector * end_vector, axis=1)
    expected = geometric_integral(1.0, alpha100) * correlation(spread)[0]
    standard_error = values.std() / np.sqrt(samples)
    assert standard_error < 0.01 * expected
    assert abs(values.mean() - expected) < 4 * standard_error

# ---- worked example: inputs ----
B_meas, B_err = 400e-9, 20e-9                        # T
density, density_err = 60.0, 6.0                     # 1/nm^3
diffusion = 0.3                                      # nm^2/us
bias, temperature, pulses = 30e-3, 300.0, 32         # T, K, number
larmor_MHz = gamma_p * bias / (2 * np.pi) * 1e-6
duration = pulses / (2 * larmor_MHz)                 # us

v_leg, wv_leg = np.polynomial.legendre.leggauss(40)
v_nodes, v_weights = (v_leg + 1) / 2, wv_leg / 2


def detected_fraction(depth, D):
    c = correlation(D * duration * v_nodes / depth**2)
    return 2 * np.sum(v_weights * (1 - v_nodes) * c)


def corrected_depth(field, rho, D):
    d0 = simple_depth(field, alpha100, rho)
    return brentq(lambda d: d - d0 * detected_fraction(d, D)**(1 / 3), 0.3 * d0, d0)


d_simple = simple_depth(B_meas, alpha100, density)
d_corr = corrected_depth(B_meas, density, diffusion)
trial = np.linspace(0.3 * d_simple, d_simple, 40)
ratio = np.array([d / detected_fraction(d, diffusion)**(1 / 3) for d in trial])
assert np.all(np.diff(ratio) > 0)                    # only one corrected depth exists

# the inferred depth must reproduce the measured field by direct integration
points, weights = volume_grid(d_simple)
v_t = transverse(dipole_vector(points, axis100), axis100)
B_back = K * np.sqrt(density / 4 * np.sum(weights * np.sum(v_t**2, axis=-1)))
assert abs(B_back / B_meas - 1) < 1e-5

# ---- square-wave pulse filter with the decaying proton signal ----
per_half = 40
half_period = duration / pulses
dt = half_period / per_half
times = (np.arange(pulses * per_half) + 0.5) * dt
sign = 1.0 - 2.0 * (np.floor(times / half_period + 0.5) % 2)
assert abs(sign.sum()) < 1e-9                        # static field is cancelled
wave = np.exp(2j * np.pi * larmor_MHz * times)
coherent = abs(np.sum(sign * wave) * dt)**2
assert abs(coherent / (2 * duration / np.pi)**2 - 1) < 3e-3
lags = np.arange(times.size) * dt
kernel = correlation(diffusion * lags / d_corr**2) * np.cos(2 * np.pi * larmor_MHz * lags)
index = np.arange(times.size)
decaying = sign @ kernel[np.abs(index[:, None] - index[None, :])] @ sign * dt**2
fraction = detected_fraction(d_corr, diffusion)
assert fraction < 0.98                               # the loss is large enough to test
assert abs(decaying / coherent / fraction - 1) < 3e-3

# ---- uncertainty of the simple depth ----
relative_error = np.hypot(2 / 3 * B_err / B_meas, density_err / density / 3)
draws = simple_depth(B_meas + B_err * rng.standard_normal(200000), alpha100,
                     density + density_err * rng.standard_normal(200000))
assert abs(draws.std() / (relative_error * d_simple) - 1) < 0.03
change_B = (corrected_depth(B_meas - B_err, density, diffusion)
            - corrected_depth(B_meas + B_err, density, diffusion)) / 2
change_rho = (corrected_depth(B_meas, density + density_err, diffusion)
              - corrected_depth(B_meas, density - density_err, diffusion)) / 2
corr_err = np.hypot(change_B, change_rho)

# ---- sizes of other effects and of common mistakes ----
phase = gamma_e * B_meas * 2 / np.pi * duration * 1e-6
polarization = np.tanh(const.hbar * gamma_p * bias / (2 * const.k * temperature))
missing = (d_simple / (d_simple + 100))**3
first_nm = 1 - (d_simple / (d_simple + 1))**3
back_kHz = (2 * mu0_over_4pi * const.hbar * gamma_e * gamma_p
            / (2 * np.pi * (d_simple * 1e-9)**3)) * 1e-3
d_wrong_axis = simple_depth(B_meas, 0.0, density)
static_ratio = (np.pi * (1 + np.cos(alpha100)**2) / 4) / geometric_integral(1.0, alpha100)
d_with_static = d_simple * static_ratio**(1 / 3)

print("INPUTS")
print(f"measured rms proton field: {B_meas*1e9:.0f} +/- {B_err*1e9:.0f} nT")
print(f"proton density (rough): {density:.0f} +/- {density_err:.0f} nm^-3")
print(f"diffusion coefficient (rough): {diffusion:.1f} nm^2/us")
print(f"bias field: {bias*1e3:.0f} mT; temperature: {temperature:.0f} K; pulses: {pulses}")
print(f"NV axis angle, (100) surface: {np.degrees(alpha100):.2f} degrees")
print(f"proton gyromagnetic ratio: {gamma_p:.5e} rad/(s T)")
print("SIMPLE DEPTH")
print(f"K = mu0 hbar gamma_p/(4 pi): {K*1e9:.1f} nT nm^3")
print(f"numerical factor 5 pi/96: {geometric_integral(1.0, alpha100)/4:.5f}")
print(f"depth cubed: {d_simple**3:.1f} nm^3")
print(f"simple depth: {d_simple:.2f} nm = {d_simple*1e-9:.3e} m")
print(f"relative uncertainty of depth: {100*relative_error:.1f} %")
print(f"uncertainty of simple depth: {relative_error*d_simple:.2f} nm")
for depth in (5.0, 10.0, 20.0):
    print(f"rms field at depth {depth:.0f} nm: {rms_field(depth, alpha100, density)*1e9:.1f} nT")
print("DIFFUSION")
print(f"proton Larmor frequency: {larmor_MHz:.4f} MHz")
print(f"pulse-train duration: {duration:.2f} us")
print(f"rms phase implied by measured field: {phase:.3f} rad")
print(f"coherence factor exp(-phase^2/2): {np.exp(-phase**2/2):.3f}")
print(f"initial decay rate at corrected depth: {6*diffusion/d_corr**2:.4f} 1/us")
print(f"detected fraction of variance: {fraction:.3f}")
print(f"corrected depth: {d_corr:.2f} nm")
print(f"its uncertainty from field and density: {corr_err:.2f} nm")
print(f"corrected depth if D is doubled: {corrected_depth(B_meas, density, 2*diffusion):.2f} nm")
print("OTHER EFFECTS, AT THE SIMPLE DEPTH")
print(f"variance missing for a 100 nm layer: {100*missing:.3f} %")
print(f"variance share of first 1 nm of liquid: {100*first_nm:.1f} %")
print(f"thermal proton polarization: {polarization:.2e}")
print(f"largest NV-induced proton shift: {back_kHz:.3f} kHz")
print(f"inverse pulse-train duration: {1e3/duration:.1f} kHz")
print("COMMON MISTAKES")
print(f"depth if axis is taken normal to surface: {d_wrong_axis:.2f} nm")
print(f"variance ratio, static part included: {static_ratio:.3f}")
print(f"depth if static part is included: {d_with_static:.2f} nm")
print("NUMERICAL CHECKS")
print(f"largest quadrature-formula difference: {worst_quadrature:.1e} (relative)")
print(f"decay-rate number from gradients: {rate_number:.4f} (dimensionless)")
print(f"filter calculation of detected fraction: {decaying/coherent:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
measured rms proton field: 400 +/- 20 nT
proton density (rough): 60 +/- 6 nm^-3
diffusion coefficient (rough): 0.3 nm^2/us
bias field: 30 mT; temperature: 300 K; pulses: 32
NV axis angle, (100) surface: 54.74 degrees
proton gyromagnetic ratio: 2.67522e+08 rad/(s T)
SIMPLE DEPTH
K = mu0 hbar gamma_p/(4 pi): 2821.2 nT nm^3
numerical factor 5 pi/96: 0.16362
depth cubed: 488.4 nm^3
simple depth: 7.88 nm = 7.875e-09 m
relative uncertainty of depth: 4.7 %
uncertainty of simple depth: 0.37 nm
rms field at depth 5 nm: 790.6 nT
rms field at depth 10 nm: 279.5 nT
rms field at depth 20 nm: 98.8 nT
DIFFUSION
proton Larmor frequency: 1.2773 MHz
pulse-train duration: 12.53 us
rms phase implied by measured field: 0.562 rad
coherence factor exp(-phase^2/2): 0.854
initial decay rate at corrected depth: 0.0309 1/us
detected fraction of variance: 0.910
corrected depth: 7.63 nm
its uncertainty from field and density: 0.38 nm
corrected depth if D is doubled: 7.44 nm
OTHER EFFECTS, AT THE SIMPLE DEPTH
variance missing for a 100 nm layer: 0.039 %
variance share of first 1 nm of liquid: 30.1 %
thermal proton polarization: 1.02e-07
largest NV-induced proton shift: 0.324 kHz
inverse pulse-train duration: 79.8 kHz
COMMON MISTAKES
depth if axis is taken normal to surface: 8.37 nm
variance ratio, static part included: 1.600
depth if static part is included: 9.21 nm
NUMERICAL CHECKS
largest quadrature-formula difference: 7.2e-11 (relative)
decay-rate number from gradients: 6.0000 (dimensionless)
filter calculation of detected fraction: 0.911
ALL CHECKS PASSED
```
